# The one-centre Hartree energy in PAW as a quadratic form

An atom in the projector augmented-wave (PAW) method carries all-electron partial waves $\phi_i$ and pseudo partial waves $\tilde\phi_i$,

$$\phi_i(\mathbf r)=\frac{u_i(r)}{r}Y_i(\hat{\mathbf r}),\qquad \tilde\phi_i(\mathbf r)=\frac{\tilde u_i(r)}{r}Y_i(\hat{\mathbf r}).$$

The index $i$ stands for a radial channel together with $l_i,m_i$. The harmonics $Y_i$ and the radial functions are real, and $u_i=\tilde u_i$ for $r\ge r_c$. With the one-centre density matrix $\rho_{ij}$, built from occupations and projector amplitudes, the valence densities are

$$n^1=\sum_{ij}\rho_{ij}\phi_i\phi_j,\qquad \tilde n^1=\sum_{ij}\rho_{ij}\tilde\phi_i\tilde\phi_j .$$

Densities count electrons as positive. Hartree atomic units are used, and

$$(a|b)=\iint \frac{a(\mathbf r)\,b(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.$$

A compensation density $\hat n$, confined to the sphere $r<r_c$, is added to the pseudo density. The quantity to be studied is

$$\Delta E_H=\tfrac12(n^1|n^1)-\tfrac12(\tilde n^1+\hat n|\tilde n^1+\hat n).$$

It corrects the Hartree energy of the smooth density, which is computed separately with the same $\hat n$ included.

## (a) Construct a compensation density, linear in $\rho_{ij}$, that makes the pseudo and all-electron multipoles equal.

**Solution.** Define the multipole moment of a density by $M_{LM}[n]=\int r^LY_{LM}\,n\,d^3r$. A product of two harmonics is expanded with Gaunt integrals:

$$Y_iY_j=\sum_{LM}G^{LM}_{ij}Y_{LM},\qquad G^{LM}_{ij}=\int Y_iY_jY_{LM}\,d\Omega .$$

The factor $r^2$ of the volume element cancels the $1/r^2$ in $\phi_i\phi_j$, so

$$M_{LM}[n^1-\tilde n^1]=\sum_{ij}\rho_{ij}G^{LM}_{ij}\Delta^L_{ij},\qquad
\Delta^L_{ij}=\int_0^{r_c}r^L(u_iu_j-\tilde u_i\tilde u_j)\,dr .$$

Choose for each $L$ a shape function $g_L(r)$ that vanishes beyond $r_c$ and satisfies $\int g_L r^{L+2}dr=1$, and set

$$\hat n=\sum_{ij}\rho_{ij}\sum_{LM}G^{LM}_{ij}\Delta^L_{ij}\,g_L(r)Y_{LM}(\hat{\mathbf r}).$$

By orthonormality of the harmonics and the normalization of $g_L$, $M_{LM}[\hat n]=\sum_{ij}\rho_{ij}G^{LM}_{ij}\Delta^L_{ij}$. Hence every multipole of $n^1-\tilde n^1-\hat n$ vanishes.

This matters because the potential of a charge confined to the sphere is, outside it,

$$v(\mathbf r)=\sum_{LM}\frac{4\pi}{2L+1}\frac{M_{LM}}{r^{L+1}}Y_{LM}(\hat{\mathbf r}).$$

The difference density therefore exerts no potential on charge outside the sphere, including other atoms whose spheres do not overlap this one. If spheres overlap, this decoupling is no longer guaranteed.

## (b) Reduce $\Delta E_H$ to radial integrals and write it as a quadratic form in $\rho_{ij}$.

**Solution.** Take two densities of the form $a=\sum_{LM}a_{LM}(r)r^{-2}Y_{LM}$ and $b=\sum_{LM}b_{LM}(r)r^{-2}Y_{LM}$. The Laplace expansion is

$$\frac1{|\mathbf r-\mathbf r'|}=\sum_{LM}\frac{4\pi}{2L+1}\frac{r_<^L}{r_>^{L+1}}Y_{LM}(\hat{\mathbf r})Y_{LM}(\hat{\mathbf r}'),$$

where $r_<$ and $r_>$ are the smaller and larger radius. Each angular integral selects one $LM$, and the volume elements remove the factors $r^{-2}$ and $r'^{-2}$:

$$(a|b)=\sum_{LM}\frac{4\pi}{2L+1}R^L[a_{LM};b_{LM}],\qquad
R^L[f;h]=\iint f(r)h(r')\frac{r_<^L}{r_>^{L+1}}\,dr\,dr' .$$

With $s_L=r^2g_L$, so that $\int r^Ls_L\,dr=1$, the radial components are

$$n^1:\ \sum_{ij}\rho_{ij}G^{LM}_{ij}u_iu_j,\qquad
\tilde n^1+\hat n:\ \sum_{ij}\rho_{ij}G^{LM}_{ij}\left(\tilde u_i\tilde u_j+\Delta^L_{ij}s_L\right).$$

Both are linear in $\rho$, and $R^L$ is bilinear. Inserting them and taking the sums outside gives

$$\boxed{\Delta E_H=\tfrac12\sum_{ijkl}\rho_{ij}C_{ijkl}\rho_{kl}}$$

$$C_{ijkl}=\sum_{LM}\frac{4\pi}{2L+1}G^{LM}_{ij}G^{LM}_{kl}\Big\{R^L[u_iu_j;u_ku_l]-R^L[\tilde u_i\tilde u_j+\Delta^L_{ij}s_L;\ \tilde u_k\tilde u_l+\Delta^L_{kl}s_L]\Big\}.$$

The tensor can be computed once per atomic data set, because it contains no occupations. If $u_i=\tilde u_i$ everywhere, then $\Delta^L_{ij}=0$ and $C=0$, as it must be.

The purely quadratic form belongs to the valence–valence energy. Let $b$ be a fixed background of core and nucleus. Then

$$\tfrac12(n^1+b|n^1+b)=\tfrac12(n^1|n^1)+(n^1|b)+\tfrac12(b|b),$$

with the infinite self-energy of a point nucleus omitted. The pseudo side expands in the same way, so a frozen background adds linear and constant terms and leaves $C$ unchanged.

## (c) Separate the compensated pseudo part into its pieces, and evaluate one diagonal element for a Gaussian model.

The model has two s channels, one p and one d channel, giving ten functions. Its radial waves are

$$\tilde u=Nr^{l+1}e^{-ar^2},\qquad u=Nr^{l+1}\left(e^{-ar^2}+c\,e^{-br^2}\right),\qquad b=8\ \text{bohr}^{-2}.$$

For channel s1, $a=0.2$ bohr$^{-2}$, $c=-8$ and $N=0.726867$. The shape is $g_L\propto r^Le^{-\gamma r^2}$ with $\gamma=8$ bohr$^{-2}$. At $r_c=2$ bohr the narrow factor is $e^{-32}\approx10^{-14}$, so confinement holds up to negligible tails.

**Solution.** Bilinearity gives four terms:

$$\begin{aligned}
R^L[\tilde u_i\tilde u_j+\Delta^L_{ij}s_L;\tilde u_k\tilde u_l+\Delta^L_{kl}s_L]
={}&R^L[\tilde u_i\tilde u_j;\tilde u_k\tilde u_l]+\Delta^L_{ij}R^L[s_L;\tilde u_k\tilde u_l]\\
&+\Delta^L_{kl}R^L[\tilde u_i\tilde u_j;s_L]+\Delta^L_{ij}\Delta^L_{kl}R^L[s_L;s_L].
\end{aligned}$$

For four s1 indices only $L=0$ occurs. Since $Y_{00}=1/\sqrt{4\pi}$, each Gaunt integral is $1/\sqrt{4\pi}$, and the angular factor is $4\pi\cdot\frac1{4\pi}=1$.

The charges follow from $\int_0^\infty r^2e^{-\alpha r^2}dr=\sqrt\pi/(4\alpha^{3/2})$. The pseudo pair is a Gaussian of exponent $2a=0.4$ and charge

$$q=N^2\frac{\sqrt\pi}{4(0.4)^{3/2}}=0.9254.$$

The all-electron pair adds a cross term of exponent $a+b=8.2$ and a square of exponent $2b=16$:

$$\Delta^0=N^2\frac{\sqrt\pi}{4}\left[\frac{2c}{8.2^{3/2}}+\frac{c^2}{16^{3/2}}\right]=-0.1595+0.2341=0.0746 .$$

The two charges sum to one, since the all-electron wave is normalized over all space.

The repulsion of two concentric unit Gaussian charges with exponents $\alpha,\beta$ is easiest in Fourier space, where each charge is $e^{-k^2/4\alpha}$ or $e^{-k^2/4\beta}$ and the Coulomb kernel is $4\pi/k^2$:

$$J(\alpha,\beta)=\frac2\pi\int_0^\infty e^{-\frac{k^2}{4}\left(\frac1\alpha+\frac1\beta\right)}dk=\frac{2}{\sqrt\pi}\sqrt{\frac{\alpha\beta}{\alpha+\beta}} .$$

The three pseudo pieces are therefore

- bare: $q^2J(0.4,0.4)=0.85639\times0.50463=0.4322$ hartree;
- both cross terms: $2q\Delta^0J(0.4,8)=0.13805\times0.69645=0.0961$ hartree;
- compensation–compensation: $(\Delta^0)^2J(8,8)=0.005564\times2.2568=0.01256$ hartree.

The same $J$, summed over the three Gaussians of the all-electron pair, gives 0.568663 hartree. With the unrounded pieces,

$$C_{\rm s1\,s1\,s1\,s1}=0.568663-0.432155-0.096146-0.012556\approx0.02781\ \text{hartree}.$$

Compensation removes about four fifths of the bare difference, $0.1365$ hartree. What remains measures how differently the same total charge is distributed inside the sphere.

## (d) Show that the radial integrals may be stopped at $r_c$, although each of the two energies changes when this is done.

**Solution.** Let $A$ be the part of $n^1$ inside the sphere and $B$ that of $\tilde n^1+\hat n$. Outside, both have the same density $o$. Then

$$\tfrac12(A+o|A+o)-\tfrac12(B+o|B+o)=\tfrac12(A|A)-\tfrac12(B|B)+(A-B|o).$$

The self-energy of $o$ has cancelled. The last term is the potential of $A-B$ acting on charge outside the sphere, and by part (a) it is zero. The argument holds for every $\rho$. The model waves decay, so both energies also exist over all space. Data sets for real atoms often include unbound partial waves, for which each energy diverges over all space; the integrals must then be stopped at a finite radius no smaller than $r_c$. It also holds for the separate tensor elements, because each pair product is compensated by its own $\Delta^L_{ij}$.

Without $\hat n$, the corresponding tensor would change on truncation. The part lost for each $L$ is the angular factor times

$$\Delta^L_{ij}\int_{r_c}^\infty\frac{u_ku_l}{r^{L+1}}dr+\Delta^L_{kl}\int_{r_c}^\infty\frac{u_iu_j}{r^{L+1}}dr .$$

In the model the largest such change is 0.026 hartree, about as large as the element found in (c). With compensation, the largest change over all elements is $7\times10^{-14}$ hartree.

## (e) Find the symmetries and selection rules of $C_{ijkl}$.

**Solution.** *Permutations.* The products $u_iu_j$, $\tilde u_i\tilde u_j$, the moment $\Delta^L_{ij}$ and $G^{LM}_{ij}$ are unchanged by $i\leftrightarrow j$. The kernel of $R^L$ is symmetric in $r,r'$, so $R^L[f;h]=R^L[h;f]$. Therefore

$$C_{ijkl}=C_{jikl}=C_{ijlk}=C_{klij}.$$

These operations generate eight permutations. Ten functions form $10\cdot11/2=55$ unordered pairs, and a symmetric matrix on these pairs has $55\cdot56/2=1540$ entries, in place of $10^4$.

For a Hermitian $\rho$, the imaginary part is antisymmetric in $ij$ and cancels against $C_{ijkl}=C_{jikl}$. Only the real symmetric part contributes. This conclusion uses real partial waves.

Pair exchange also fixes the derivative. For a small change $\delta\rho$, the two first-order terms are equal, and the factor $\frac12$ disappears:

$$\delta\Delta E_H=\sum_{ij}\delta\rho_{ij}\sum_{kl}C_{ijkl}\rho_{kl}.$$

The inner sum is the valence–valence part of the one-centre Hartree contribution to the nonlocal coefficients; the linear terms from a frozen background in (b) add to it. The smooth energy supplies a further contribution, because $\hat n$ depends on $\rho$ there too.

*No general exchange of $j$ and $k$.* This operation regroups the functions into different charge densities. For example, the pairs (s1 s1) and ($p_z p_z$) share only $L=0$, while (s1 $p_z$) has only $L=1$. The corresponding elements are

$$C_{{\rm s1\,s1}\,p_zp_z}=0.003172,\qquad C_{{\rm s1}\,p_z\,{\rm s1}\,p_z}=0.002077\ \text{hartree}.$$

*Rotations.* A rotation mixes the $m$ components of a channel by an orthogonal matrix $D$. The Coulomb kernel is rotationally invariant, and $g_L$ does not depend on $M$, so $\hat n$ rotates together with $n^1-\tilde n^1$. Hence

$$\sum_{abcd}D_{ai}D_{bj}D_{ck}D_{dl}\,C_{abcd}=C_{ijkl}.$$

*Angular momentum and parity.* A Gaunt integral requires $|l_i-l_j|\le L\le l_i+l_j$. Under inversion its integrand gains $(-1)^{l_i+l_j+L}$, so this sum must be even. The same $L$ must satisfy both rules for $k,l$. Adding the two parity conditions removes $2L$ and leaves

$$l_i+l_j+l_k+l_l\ \text{even}.$$

Reflections restrict the elements further. Each real harmonic used here is even or odd under $x\to-x$, and likewise for $y$ and $z$. The product of the four signs must be $+1$ for each reflection. In the model these rules allow 1320 of the 10,000 elements, and 1144 exceed $10^{-10}$ hartree. Further elements vanish through the sum over $M$: the pairs (s1 $d_{z^2}$) and (s1 $d_{x^2-y^2}$), for example, both have $L=2$ but share no $M$.

## (f) Is the quadratic form necessarily positive? What happens when the compensation charge becomes very sharp?

**Solution.** Each Coulomb energy is non-negative for real densities, but a difference of two such forms need not be. Consider a diagonal element $C_{ijij}$ with at least one nonzero product $G^{LM}_{ij}\Delta^L_{ij}$, and let the width $\lambda$ of the shape function shrink.

The normalization requires $s_L(r)=\lambda^{-L-1}f_L(r/\lambda)$. In $R^L[s_L;s_L]$ the two shape factors give $\lambda^{-2L-2}$, the two integrations give $\lambda^2$, and the kernel gives $\lambda^{-1}$. Thus

$$R^L[s_L;s_L]\propto\lambda^{-2L-1}.$$

This grows without bound and enters with the coefficient $-\frac{4\pi}{2L+1}\sum_M(G^{LM}_{ij}\Delta^L_{ij})^2$, which is never positive. The cross terms stay finite. They tend to $2\Delta^L_{ij}\int\tilde u_i\tilde u_jr^{-L-1}dr$, which converges at the origin because $\tilde u_i\tilde u_j\sim r^{l_i+l_j+2}$ and $L\le l_i+l_j$. The element must eventually become negative.

For s1 with $\gamma=10^6$ bohr$^{-2}$, the compensation self-repulsion is

$$(\Delta^0)^2\sqrt{2\gamma/\pi}=0.005564\times797.9\approx4.44\ \text{hartree}.$$

The cross terms approach $2\Delta^0N^2/(4a)\approx0.099$ hartree. The estimate is $0.1365-0.099-4.44\approx-4.40$ hartree, and the computed element is $-4.401$ hartree. At $\gamma=8$ bohr$^{-2}$ it was $+0.028$ hartree.

Such a large change need not appear in the total energy. Let $\delta\hat n$ be the change of $\hat n$ caused by a new shape at fixed $\rho$. The smooth energy, with smooth density $\tilde n$, changes by

$$(\tilde n+\hat n|\delta\hat n)+\tfrac12(\delta\hat n|\delta\hat n).$$

All multipoles of $\delta\hat n$ vanish, so only the charge inside the sphere enters the first term. If the partial-wave expansion reproduces $\tilde n=\tilde n^1$ there, the subtracted one-centre energy changes by the same amount and the two changes cancel. An incomplete expansion leaves the residual $(\tilde n-\tilde n^1|\delta\hat n)$. The terms $(\hat n|\delta\hat n)$ and $\frac12(\delta\hat n|\delta\hat n)$ are the same on both sides and still cancel. For a fixed original $\hat n$ whose $g_L$ vanishes as $r^L$ at the origin, as in the model, and an ever sharper new shape, the first stays finite and the second diverges. The residual stays finite as $\lambda\to0$, by the same argument as for the cross terms, because the $L$ component of a smooth density vanishes as $r^L$ at the origin. Numerically, the large terms cancel only if both sides evaluate them accurately. If $\hat n$ is represented directly on a grid, the grid must be fine enough to resolve it.

## (g) Evaluate the correction for two occupied states and interpret its parts.

State A has occupation 2 and amplitudes 0.8 (s1), 0.2 (s2), 0.6 ($p_z$). State B has occupation 1 and amplitudes 0.8 ($p_x$), 0.6 ($d_{xz}$). These are chosen model amplitudes, not those of a particular atom.

**Solution.** The density matrix is the occupation-weighted sum of products of amplitudes. For example,

$$\rho_{\rm s1\,s1}=2(0.8)^2=1.28,\quad \rho_{p_zp_z}=2(0.6)^2=0.72,\quad \rho_{{\rm s1}\,p_z}=2(0.8)(0.6)=0.96 .$$

Three contributions show how the index orderings are counted:

- s1 s1 with itself occurs once: $\frac12(1.28)^2(0.027807)=0.02278$ hartree.
- s1 s1 with $p_zp_z$ occurs in two orders: $\frac12\cdot2(1.28)(0.72)(0.003172)=0.00292$ hartree.
- s1 $p_z$ with itself occurs four times, from two orders in each pair: $\frac12\cdot4(0.96)^2(0.002077)=0.00383$ hartree.

The complete sum, resolved by $L$, is

| $L$ | $\Delta E_H$ (hartree) |
|---|---:|
| 0 | 0.0965290 |
| 1 | 0.0057401 |
| 2 | 0.0001456 |
| 3 | 0.0000847 |
| 4 | 0.0000073 |
| total | 0.1025068 |

The total is 2.789 eV. The monopole supplies 94.2% of it and the dipole 5.6%. The dipole part comes mainly from the s–p mixture in A; its cross term with the p–d mixture in B is negative and lowers it. The compensation density carries 0.264 electrons.

Over all space the all-electron and compensated pseudo energies are 3.82000 and 3.71749 hartree. Inside the sphere they are 2.00280 and 1.90030 hartree. Each falls by 1.81719 hartree, and their difference stays at 0.10251 hartree, as derived in (d).

The formula was tested against analytic three-dimensional Gaussian Coulomb integrals, with the compensation moments taken from spatial quadrature of the orbitals. The largest discrepancy among all tensor elements is $1.4\times10^{-15}$ hartree. This confirms the algebra for the model; it does not measure the accuracy of a PAW data set for a real atom. The remaining values are in the numerical output below.

## Values computed for the example and the checks

```
channel s1: l=0, a=0.2 bohr^-2, c=-8.0, N=0.726867 a.u.
channel s2: l=0, a=0.6 bohr^-2, c=-6.0, N=1.631903 a.u.
channel p: l=1, a=0.25 bohr^-2, c=15.0, N=0.499502 a.u.
channel d: l=2, a=0.3 bohr^-2, c=60.0, N=0.309823 a.u.
narrow exponent b = 8.0 bohr^-2
shape exponent = 8.0 bohr^-2
sphere radius r_c = 2.0 bohr
outer integration limit = 12.0 bohr
state A: occ 2.0, s1 0.8, s2 0.2, pz 0.6
state B: occ 1.0, px 0.8, dxz 0.6
moment deficit L=0, s1 s1 = 0.074589 electrons
moment deficit L=1, s1 p = -0.019355 e bohr
C(s1 s1 s1 s1) piece, all-electron = 0.568663 hartree
C(s1 s1 s1 s1) piece, bare pseudo = 0.432155 hartree
C(s1 s1 s1 s1) piece, both cross terms = 0.096146 hartree
C(s1 s1 s1 s1) piece, compensation-compensation = 0.012556 hartree
C(s1 s1 s1 s1) = 0.027807 hartree
C(s1 s1 pz pz) = 0.003172 hartree
C(s1 pz s1 pz) = 0.002077 hartree
largest change under j<->k = 0.003900 hartree
sharp shape exponent = 1.0e+06 bohr^-2
C(s1 s1 s1 s1), sharp shape = -4.401093 hartree
tensor elements: all 10000, independent by permutation 1540
elements above 1e-10 hartree = 1144
compensation charge of example = 0.264257 electrons
L=0: AE 3.4249771, compensated PS 3.3284481, difference 0.0965290 hartree
L=1: AE 0.3713459, compensated PS 0.3656058, difference 0.0057401 hartree
L=2: AE 0.0152397, compensated PS 0.0150941, difference 0.0001456 hartree
L=3: AE 0.0076441, compensated PS 0.0075594, difference 0.0000847 hartree
L=4: AE 0.0007914, compensated PS 0.0007841, difference 0.0000073 hartree
all space: AE 3.8199983, compensated PS 3.7174915, difference 0.1025068 hartree
sphere only: AE 2.0028044, compensated PS 1.9002976, difference 0.1025068 hartree
total correction = 0.1025068 hartree
total correction = 2.78935 eV
total from 3D Gaussian integrals = 0.1025068 hartree
largest tensor discrepancy = 1.4e-15 hartree
largest cut-off change, compensated = 7.4e-14 hartree
largest cut-off change, uncompensated = 0.026326 hartree
largest rotation discrepancy = 6.7e-16 hartree
```
